# Isolated energy of a Gaussian charge in a layered anisotropic dielectric, part 2

A spherical Gaussian charge $q$ of standard deviation $\sigma$ is centred at height $z_0$ in a medium with dielectric tensor $\varepsilon=\mathrm{diag}\big(\varepsilon_\parallel(z),\varepsilon_\parallel(z),\varepsilon_\perp(z)\big)$. Both profiles are at least 1, and constant for $|z|>b$, where the charge is negligible. Units are Hartree atomic units with Gaussian electrostatics. The isolated energy $\tfrac12\int\rho\,\phi\,dV$ is

$$E_{\rm iso}=q^2\int_0^\infty dk\;e^{-k^2\sigma^2}F(k),\qquad F(k)=k\,U(k),\qquad U(k)=\int_{-\infty}^{\infty} g(z)\,u_k(z)\,dz. \tag{1}$$

Here $g(z)=(2\pi\sigma^2)^{-1/2}e^{-(z-z_0)^2/2\sigma^2}$, $0\le F\le\tfrac12$, and $u_k$ is the decaying solution of

$$-\frac{d}{dz}\Big(\varepsilon_\perp\frac{du_k}{dz}\Big)+k^2\varepsilon_\parallel\,u_k=g. \tag{2}$$

The charge density $\rho$ and potential $\phi$ obey

$$-\varepsilon_\parallel(z)\,(\partial_x^2+\partial_y^2)\phi-\partial_z\big(\varepsilon_\perp(z)\,\partial_z\phi\big)=4\pi\rho,\qquad \phi\to0\ \text{at infinity}. \tag{3}$$

The first derivation of (1) used the in-plane Fourier transform, with $\rho_{\mathbf k}(z)=q\,e^{-k^2\sigma^2/2}g(z)$ and

$$\phi(r,z)=\int_0^\infty\frac{k\,dk}{2\pi}\,J_0(kr)\,4\pi q\,e^{-k^2\sigma^2/2}u_k(z). \tag{6}$$

With $\gamma=\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$, $\bar\varepsilon=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$, a prime for $d/dz$ and subscripts $\pm$ for the outer media, the open boundary condition is

$$\varepsilon_\perp u_k'(\pm b)=\mp\,k\,\bar\varepsilon_\pm\,u_k(\pm b). \tag{7}$$

With $a_k(v,\eta)=\int\big(\varepsilon_\perp v'\eta'+k^2\varepsilon_\parallel v\eta\big)dz$ and $W_k[v]=2\int gv\,dz-a_k(v,v)$,

$$U(k)=\max_v W_k[v]=a_k(u_k,u_k)>0. \tag{8}$$

Hence raising either profile cannot increase $U$.

The second derivation maximizes an energy functional in a grounded cylinder of radius $R$. Its maximum $E_R$ tends to $E_{\rm iso}$ from below as $R\to\infty$. With $j_n$ the $n$-th zero of the Bessel function $J_0$, $k_n=j_n/R$ and $J_1=-J_0'$,

$$E_R=q^2\sum_{n=1}^\infty\frac{2}{R^2J_1(j_n)^2}\;e^{-k_n^2\sigma^2}\,U(k_n). \tag{9}$$

Below, $\mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x)$.

### From the sum to the integral

The large-argument form of the Bessel functions follows from stationary phase in $J_0(x)=\tfrac1{2\pi}\int_0^{2\pi}e^{ix\cos\theta}d\theta$. Near $\theta=0$ the phase is $x-x\theta^2/2$, and the Fresnel integral gives $e^{ix}\sqrt{2\pi/x}\,e^{-i\pi/4}$. The point $\theta=\pi$ gives the complex conjugate. Their sum divided by $2\pi$ is $J_0(x)\simeq\sqrt{2/\pi x}\,\cos(x-\pi/4)$. Differentiation under the integral brings down $i\cos\theta$, which is $+i$ and $-i$ at the two points, so $J_1(x)=-J_0'(x)\simeq\sqrt{2/\pi x}\,\sin(x-\pi/4)$. The zeros approach $j_n\simeq(n-\tfrac14)\pi$, where the sine squared is 1. Hence $J_1(j_n)^2\simeq2/(\pi j_n)$ and the spacing of the $k_n$ approaches $\pi/R$.

With $U=F/k$ and $k_n=j_n/R$, the weight of $e^{-k_n^2\sigma^2}F(k_n)$ in (9) is

$$\frac{2}{R^2J_1(j_n)^2\,k_n}=\frac{2}{R\,j_nJ_1(j_n)^2}=\frac{\pi}{R}\,(1+\delta_n),$$

where $\delta_n$ does not depend on $R$ and tends to zero as $n$ grows. Fix an index $M$ beyond which $|\delta_n|$ and the relative deviation of the spacing from $\pi/R$ are below any chosen bound. The first $M$ terms are each at most a constant over $R$, because $F\le\tfrac12$, and they vanish as $R\to\infty$. The others form, to within the chosen bound, a Riemann sum of the function $e^{-k^2\sigma^2}F(k)$, which is bounded, continuous for $k>0$ and of Gaussian decay. So

$$E_{\rm iso}=\lim_{R\to\infty}E_R=q^2\int_0^\infty dk\,e^{-k^2\sigma^2}F(k),$$

which is (1) again. The sum (9) begins at $k_1=j_1/R$ and represents the region of smallest $k$ only to within an amount of order $q^2F(0)/R$. This is the attraction to the charge induced on the grounded wall. Passing to the integral removes it analytically.

## What each derivation assumes

Both need a linear, local medium whose tensor depends on $z$ alone and has $z$ as a principal axis. This is what separates the in-plane dependence. Both use the product form of the Gaussian, which makes the source of the one-dimensional problem the same $g(z)$ at all $k$.

The first derivation uses translation invariance in the plane. Rotational symmetry enters only at the last step, where $d^2k$ becomes $2\pi k\,dk$. If $\varepsilon_{xx}\ne\varepsilon_{yy}$, every earlier step survives with $k^2\varepsilon_\parallel$ replaced by $k_x^2\varepsilon_{xx}+k_y^2\varepsilon_{yy}$, and the energy is an integral over $k$ and over the direction of $\mathbf k$. A charge of general shape is handled in the same way, with $\rho_{\mathbf k}(z)$ as the source. The price is that the transform of a potential falling as the inverse distance must be read as a distribution, that the point $\mathbf k=0$ needs its own argument, and that the interface and boundary conditions are derived separately. Positivity of $\varepsilon$ is used for uniqueness and convergence, and not for the formula itself.

The second derivation uses rotation invariance about the axis of the charge from the start, and it gives nothing as simple when the plane is anisotropic. It needs $\varepsilon$ symmetric and positive, or there is no maximum; this excludes an absorbing or a negative response. It relies on the completeness of the Fourier-Bessel set and on the inverse-distance decay of the isolated potential. In return every wavenumber is positive, so no zero mode and no compensating background appears, the interface condition is automatic, and the derivation shows what "isolated" means: the limit, approached from below, of grounded enclosures that recede to infinity. It also makes plain that (1) is an infinite-size limit that has been taken in closed form.

## The function $F(k)$

### Homogeneous medium

For constant profiles the Green function of (2) obeys $-\varepsilon_\perp G''+k^2\varepsilon_\parallel G=\delta(z-z')$. Away from $z'$ it is $Ae^{-\gamma k|z-z'|}$. The slope jumps by $-2A\gamma k$, and integration of the equation across $z'$ gives $2A\gamma k\varepsilon_\perp=1$:

$$G_k(z,z')=\frac{e^{-\gamma k|z-z'|}}{2k\bar\varepsilon}. \tag{10}$$

Then $U=\iint g(z)G_k\,g(z')$ is the average of $G_k$ over $t=z-z'$, the difference of two independent Gaussian variables, which is Gaussian with mean zero and variance $2\sigma^2$. With $\kappa=\gamma k$,

$$\langle e^{-\kappa|t|}\rangle=2\int_0^\infty\frac{dt}{2\sigma\sqrt\pi}\,e^{-t^2/4\sigma^2-\kappa t}=\frac{2}{\sqrt\pi}\,e^{\kappa^2\sigma^2}\int_{\kappa\sigma}^\infty e^{-y^2}dy=\mathrm{erfcx}(\kappa\sigma), \tag{11}$$

by the substitution $y=t/2\sigma+\kappa\sigma$, for which $t^2/4\sigma^2+\kappa t=y^2-\kappa^2\sigma^2$ and $dt=2\sigma\,dy$. Thus

$$F_{\rm hom}(k)=\frac{\mathrm{erfcx}(\gamma k\sigma)}{2\bar\varepsilon}, \tag{12}$$

and in vacuum

$$F_{\rm vac}(k)=\tfrac12\,\mathrm{erfcx}(k\sigma). \tag{13}$$

For the $k$ integral set $x=k\sigma$. Shifting the variable in (11) gives $\mathrm{erfcx}(\gamma x)=\tfrac2{\sqrt\pi}\int_0^\infty e^{-y^2-2\gamma xy}dy$. In polar coordinates, $x=\varrho\cos\theta$ and $y=\varrho\sin\theta$, the exponent of the double integral is $-\varrho^2(1+\gamma\sin2\theta)$, and $\int_0^\infty\varrho\,e^{-c\varrho^2}d\varrho=1/2c$. So

$$\int_0^\infty e^{-x^2}\mathrm{erfcx}(\gamma x)\,dx=\frac1{\sqrt\pi}\int_0^{\pi/2}\frac{d\theta}{1+\gamma\sin2\theta}=\frac1{\sqrt\pi}\int_0^\infty\frac{d\tau}{(\tau+\gamma)^2+1-\gamma^2}\equiv\frac{A(\gamma)}{\sqrt\pi},$$

where $\tau=\tan\theta$, $\sin2\theta=2\tau/(1+\tau^2)$ and $d\theta=d\tau/(1+\tau^2)$. For $\gamma<1$, with $\mu=\sqrt{1-\gamma^2}$, the integral is $[\pi/2-\arctan(\gamma/\mu)]/\mu$, and the bracket is the angle whose cosine is $\gamma$. For $\gamma>1$, with $\nu=\sqrt{\gamma^2-1}$, partial fractions give $\tfrac1{2\nu}\ln\frac{\gamma+\nu}{\gamma-\nu}=\tfrac1\nu\ln(\gamma+\nu)$, because $(\gamma+\nu)(\gamma-\nu)=1$. For $\gamma=1$ the integral of $(\tau+1)^{-2}$ is 1. Therefore

$$E_{\rm hom}=\frac{q^2A(\gamma)}{2\sqrt\pi\,\sigma\,\bar\varepsilon},\qquad A=\frac{\arccos\gamma}{\sqrt{1-\gamma^2}}\ \ (\gamma<1),\qquad A=\frac{\operatorname{arccosh}\gamma}{\sqrt{\gamma^2-1}}\ \ (\gamma>1). \tag{14}$$

In vacuum this is the self-energy of a Gaussian, $E_{\rm vac}=q^2/(2\sqrt\pi\sigma)$. By the monotonicity that follows from (8), any layered medium obeys $E_{\rm low}\le E_{\rm iso}\le E_{\rm vac}$, where $E_{\rm low}$ is (14) evaluated with upper bounds of the two profiles.

An independent form comes from the three-dimensional transform of (3). With $\mu$ now the cosine of the polar angle of the wavevector $\mathbf K$, the denominator is $K^2[\varepsilon_\parallel(1-\mu^2)+\varepsilon_\perp\mu^2]$, the $K^2$ cancels against the measure, and the prefactor is $\tfrac12\cdot4\pi q^2\cdot2\pi\cdot2/(2\pi)^3=q^2/\pi$:

$$E_{\rm hom}=\frac{q^2}{\pi}\int_0^\infty e^{-K^2\sigma^2}dK\int_0^1\frac{d\mu}{\varepsilon_\parallel(1-\mu^2)+\varepsilon_\perp\mu^2}. \tag{15}$$

For $q=1$, $\sigma=1.5$ bohr, $\varepsilon_\parallel=6$ and $\varepsilon_\perp=2.5$ one has $\gamma=1.54919$, $\bar\varepsilon=3.87298$ and $E_{\rm vac}=0.188063$ Ha. Then $\sqrt{\gamma^2-1}=\sqrt{1.4}=1.1832$, $A=\ln(1.5492+1.1832)/1.1832=0.8495$, and $E_{\rm hom}=0.188063\times0.8495/3.87298=0.04125$ Ha. The closed form (14), quadrature of (15) and the numerical evaluation of (1) described below all give $0.04125149$ Ha. With the two constants exchanged, $\gamma=0.64550$, the three give $0.05525615$ Ha. The geometric mean is the same in the two cases, so dividing the vacuum energy by $\bar\varepsilon$ is not correct. The first medium screens better because its large constant acts along two directions.

### Small $k$

On $[-b,b]$ the wavenumber enters (2) and (7) polynomially, and the solution is expanded as $u_k=k^{-1}u_{-1}+u_0+k\,u_1+\dots$

At order $k^{-1}$, $(\varepsilon_\perp u_{-1}')'=0$ with $\varepsilon_\perp u_{-1}'(\pm b)=0$, so $u_{-1}$ is a constant $a$.

At order $k^0$, $-(\varepsilon_\perp u_0')'=g$ with $\varepsilon_\perp u_0'(\pm b)=\mp\bar\varepsilon_\pm a$. Integration over the interval gives $a(\bar\varepsilon_++\bar\varepsilon_-)=1$, and since $\int g=1$,

$$F(0)=\frac1{\bar\varepsilon_++\bar\varepsilon_-}. \tag{16}$$

At long wavelength a layer of finite thickness does not screen at all; only the outer media do. The $1/k$ of $u_k$ is the long-range Coulomb tail, and the measure $k\,dk$ cancels it, which is why the integrand of (1) is finite at $k=0$.

Take vacuum on both sides, so $a=\tfrac12$, and let $C(z)=\int_{-\infty}^zg\,dz'$, which is 0 at $-b$ and 1 at $b$. One integration with $u_0'(-b)=\tfrac12$ gives $\varepsilon_\perp u_0'=\tfrac12-C$. The additive constant in $u_0$ is fixed at the next order, $-(\varepsilon_\perp u_1')'+\tfrac12\varepsilon_\parallel=0$ with $u_1'(b)=-u_0(b)$ and $u_1'(-b)=u_0(-b)$. Integration gives $u_0(b)+u_0(-b)=-\tfrac12\int_{-b}^b\varepsilon_\parallel\,dz$. Writing $g=(C-\tfrac12)'$ and integrating by parts,

$$\int gu_0\,dz=\tfrac12\big[u_0(b)+u_0(-b)\big]-\int\big(C-\tfrac12\big)u_0'\,dz=-\tfrac14\int_{-b}^b\varepsilon_\parallel\,dz+\int_{-b}^b\frac{(C-\frac12)^2}{\varepsilon_\perp}\,dz .$$

Moving $\tfrac14\int_{-b}^bdz$ from the first term to the second makes both integrands vanish outside the interval:

$$F(k)=\tfrac12-sk+\dots,\qquad s=\frac{r_0}{2}+\int\Big[\frac14-\frac{(C-\frac12)^2}{\varepsilon_\perp}\Big]dz,\qquad r_0=\tfrac12\int(\varepsilon_\parallel-1)\,dz. \tag{17}$$

In vacuum the bracket is $C(1-C)$. For two points drawn from $g$, the probability that a given $z$ lies between them is $2C(1-C)$, and its integral over $z$ is the mean distance $\langle|t|\rangle=2\sigma/\sqrt\pi$. So $s=\sigma/\sqrt\pi$, in agreement with (13) and $\mathrm{erfcx}(x)=1-2x/\sqrt\pi+\dots$

The length $r_0$ is the Rytova-Keldysh screening length. For a sheet, $\varepsilon_\parallel=1+2r_0\delta(z)$ and $\varepsilon_\perp=1$, with a thin source in its plane, $u=u(0)e^{-k|z|}$ and integration of (2) across the sheet gives $(2k+2r_0k^2)\,u(0)=1$, so

$$F_{\rm sheet}(k)=\frac1{2(1+r_0k)}. \tag{18}$$

Its slope is $r_0/2$, as (17) requires. Its power series converges only for $k<1/r_0$.

### Sharp slab and image charges

Let constant $\varepsilon_\parallel,\varepsilon_\perp$ fill $|z|<a$, with vacuum outside and the charge well inside. A solution $e^{-\gamma k(z-a)}$ arriving at $z=a$ produces $\beta e^{+\gamma k(z-a)}$ inside and $\tau e^{-k(z-a)}$ outside. Continuity of $u$ gives $1+\beta=\tau$, and continuity of $\varepsilon_\perp u'$ gives $\bar\varepsilon k(-1+\beta)=-k\tau$. Hence

$$\beta=\frac{\bar\varepsilon-1}{\bar\varepsilon+1}.$$

For a source at $z'$ the arriving amplitude is $e^{-\gamma k(a-z')}$, and the reflected term is $\beta e^{-\gamma k(2a-z'-z)}$, the field of a source of weight $\beta$ at the mirror point $2a-z'$. The lower face maps a source point $z'$ to $-2a-z'$. Reflecting alternately in the two faces generates images at $z_n=2na+(-1)^nz'$ with weight $\beta^{|n|}$, for all nonzero integers $n$; for example, the image $-2a-z'$ reflected in the upper face lands at $4a+z'$. The series converges because $|\beta|<1$.

In real space each term is obtained from (6) with (10). Since $\int_0^\infty e^{-k\zeta}e^{ikr\cos\theta}dk=1/(\zeta-ir\cos\theta)$, and the angular average of $1/(B_0+B_1\cos\theta)$ is $(B_0^2-B_1^2)^{-1/2}$ by the residue theorem, $\int_0^\infty e^{-k\zeta}J_0(kr)\,dk=(r^2+\zeta^2)^{-1/2}$. A unit point source therefore gives $1/\big(\bar\varepsilon\sqrt{r^2+\gamma^2(z-z_n)^2}\big)$. The in-plane separation of two points of the charge is Gaussian with variance $2\sigma^2$ per direction, so $r^2$ is exponentially distributed with mean $m=4\sigma^2$. The substitution $y^2=(r^2+\zeta^2)/m$ gives $\langle(r^2+\zeta^2)^{-1/2}\rangle=\sqrt{\pi/m}\,\mathrm{erfcx}(\zeta/\sqrt m)$. The energy is

$$E=E_{\rm hom}+\frac{q^2}{2\bar\varepsilon}\sum_{n\ne0}\beta^{|n|}\Big\langle\frac{\sqrt\pi}{2\sigma}\,\mathrm{erfcx}\Big(\frac{\gamma|z-z_n|}{2\sigma}\Big)\Big\rangle,$$

where $z-z_n$ is Gaussian with mean $[1-(-1)^n]z_0-2na$ and variance $2\sigma^2$.

For $a=8$, $\sigma=1$, $z_0=1$ bohr and constants $(6,\,2.5)$, $\beta=0.589574$. The direct term from (15) is $0.06187723$ Ha, and the image series, with the last average done by Gauss-Hermite quadrature, is $0.00940926$ Ha. The sum, $0.07128649$ Ha, equals the numerical value of (1) to all eight decimals. The images have the sign of the charge and raise the energy, because the charge has lost the screening that an infinite medium would give. As a check of size, the two nearest images lie 14 and 18 bohr away, $\bar\varepsilon\gamma=\varepsilon_\parallel=6$, and as point charges they give $(0.589574/12)(1/14+1/18)=0.0062$ Ha, two thirds of the series.

## Numerical evaluation

Multiplying (2) by a test function $v$, integrating by parts over $[-b,b]$ and using (7) for the boundary terms gives

$$\int_{-b}^b\big(\varepsilon_\perp u'v'+k^2\varepsilon_\parallel uv\big)dz+k\bar\varepsilon_+u(b)v(b)+k\bar\varepsilon_-u(-b)v(-b)=\int_{-b}^bgv\,dz .$$

The values quoted here were computed with piecewise linear elements on a uniform grid of spacing $h$, with the profiles sampled at element midpoints. Each element adds $\varepsilon_\perp/h$ to the diagonal entries of its two nodes, $-\varepsilon_\perp/h$ to the entries that link them, and $k^2\varepsilon_\parallel h/2$ to each diagonal entry. The end nodes receive $k\bar\varepsilon_\pm$. The right side at node $i$ is $hg(z_i)$, and $U=\sum_ihg(z_i)u_i$. The matrix is tridiagonal. The leading error is proportional to $h^2$, also at a sharp interface if it falls on a node, so the combination $(4F_{h/2}-F_h)/3$ removes it. The $k$ integral was done by Gauss-Legendre quadrature on panels that shrink towards $k=0$. What matters is fine sampling near $k=0$, whether from shrinking panels or from a rule whose nodes cluster at the end point: as (18) shows, $F$ varies on the scale $1/r_0$, which is much finer than the scale $1/\sigma$ of the Gaussian factor when $r_0\gg\sigma$, as in the example below.

The cylinder sum has been shown to tend to (1), and $F(k)$ has been found for special media and at small $k$, with a numerical method for general profiles. It remains to compare (1) with periodic supercell energies, work through an example, and state where the result does not apply.
